**Twofold and fourfold acoustic-phonon mobility in a hard-wall silicon film**

For equal thickness W and a common isotropic deformation potential D, the single-subband mobility ratio is μ₂/μ₄ = 2r^(3/2)/(1 + r). Here r = mₗ/mₜ is the ratio of longitudinal to transverse mass, μ₂ is the twofold mobility and μ₄ is the mean over the two in-plane orientations of the fourfold valleys. The program asserts the hard-wall energies and overlaps against finite-difference states, and the overlap again against a sum over phonon wavevectors. It solves the Boltzmann equation on elliptical energy contours without assuming a relaxation time, and asserts the mobility tensors for a dilute gas and for a Fermi level 4 kT above the subband edge. It also asserts that the elastic rate agrees within 3% with a golden-rule integral that keeps Bose occupation and energy transfer, at one electron energy. For silicon the formula and both Boltzmann solutions give 3.637; in a 4 nm film at 300 K the mobilities are 2062 and 567 cm2/Vs. Rough estimates of neglected effects, taken one at a time, move the ratio between 3.17 (finite barriers) and 5.07 (thickness fluctuations).

## Verification by program

```python
"""Acoustic-phonon mobility in a hard-wall (001) silicon film.

Result under test: for one subband, a common isotropic deformation potential D
and equal thickness W, with r = ml/mt,
    mu(twofold) / mean mu(fourfold) = 2 r**1.5 / (1 + r), about 3.6.
ml, mt: longitudinal and transverse masses in units of the free-electron mass.
F: integral of the fourth power of the envelope; rho: mass density;
u: longitudinal sound speed; tau: scattering time; md: density-of-states mass.
Working units are eV, nm and s; mobilities are converted to cm2/Vs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# Rough typical silicon parameters and a round film thickness
ml, mt = 0.916, 0.19
W, T = 4.0, 300.0
D, rho_si, u, u_trans = 12.0, 2330.0, 9000.0, 5300.0

hbar = const.hbar / const.e                              # eV s
h2m = const.hbar**2 / const.m_e / const.e * 1e18         # eV nm2
kT = const.k * T / const.e                               # eV
stiff = rho_si * u**2 / const.e * 1e-27                  # eV/nm3
stiff_trans = rho_si * u_trans**2 / const.e * 1e-27
hu = hbar * u * 1e9                                      # eV nm
r = ml / mt


def level(n, mass):
    return h2m * np.pi**2 * n**2 / (2 * mass * W**2)


# Closed formulas
F = 3 / (2 * W)
coupling = D**2 * kT * F / stiff                         # eV2 nm2


def tau_formula(md):
    return hbar * h2m / (md * coupling)


def mobility(tau, mass):
    return const.e * tau / (mass * const.m_e) * 1e4


md4 = np.sqrt(ml * mt)
mc4 = 2 / (1 / ml + 1 / mt)
tau2, tau4 = tau_formula(mt), tau_formula(md4)
mu2 = mobility(tau2, mt)
mu4_light, mu4_heavy = mobility(tau4, mt), mobility(tau4, ml)
mu4 = (mu4_light + mu4_heavy) / 2
ratio = 2 * r**1.5 / (1 + r)

# Test: finite-difference hard-wall states, for both confinement masses
points = 600
dz = W / (points + 1)
for mass in (ml, mt):
    hop = h2m / (2 * mass * dz**2)
    energy, states = eigh_tridiagonal(
        np.full(points, 2 * hop), np.full(points - 1, -hop),
        select="i", select_range=(0, 1))
    density = states**2 / dz
    assert np.allclose(energy, [level(1, mass), level(2, mass)], rtol=1e-4)
    assert abs(np.sum(density[:, 0]**2) * dz / F - 1) < 1e-6
    assert abs(np.sum(density[:, 0] * density[:, 1]) * dz * W - 1) < 1e-6

# Test: sum over normal phonon wavevectors reproduces the overlap F
dq = 2 * np.pi / W / 32
qz = (np.arange(192) + 0.5) * dq
y = qz * W / 2
overlap2 = (np.sin(y) / y * np.pi**2 / (np.pi**2 - y**2))**2
qz_weight = overlap2 * 2 * dq / (2 * np.pi)              # both signs of qz
F_closure = qz_weight.sum()
assert abs(F_closure / F - 1) < 1e-4


def boltzmann_tensor(mx, my, kernel, eta=-14.0):
    """Solve the elastic Boltzmann equation on true constant-energy contours.

    kernel(qx, qy) is the squared coupling times area; eta is Fermi level/kT.
    No relaxation time is assumed. Returns the 2x2 mobility tensor, cm2/Vs.
    """
    count = 48
    angle = 2 * np.pi * (np.arange(count) + 0.5) / count
    inverse_mass = np.cos(angle)**2 / mx + np.sin(angle)**2 / my
    dos = (2 * np.pi / count) / (4 * np.pi**2 * h2m * inverse_mass)
    node, weight = np.polynomial.legendre.leggauss(44)
    node, weight = 17.5 * (node + 1), 17.5 * weight
    total, carriers = np.zeros((2, 2)), 0.0
    for x, wx in zip(node, weight):
        k = np.sqrt(2 * x * kT / (h2m * inverse_mass))
        kx, ky = k * np.cos(angle), k * np.sin(angle)
        velocity = np.column_stack((kx / mx, ky / my)) * h2m / hbar
        qx, qy = kx[:, None] - kx, ky[:, None] - ky
        rate = 2 * np.pi / hbar * kernel(qx, qy) * dos
        collision = np.diag(rate.sum(axis=1)) - rate
        path = np.linalg.lstsq(collision, velocity, rcond=1e-12)[0]
        f = 1 / (1 + np.exp(x - eta))
        total += wx * f * (1 - f) * (velocity.T * dos) @ path
        carriers += wx * f * dos.sum() * kT
    return total / carriers * 1e-14


def constant_kernel(qx, qy):
    return np.full(qx.shape, coupling)


# Test: mobility tensors from the Boltzmann equation, dilute and degenerate
for eta in (-14.0, 4.0):
    twofold = boltzmann_tensor(mt, mt, constant_kernel, eta)
    four_x = boltzmann_tensor(ml, mt, constant_kernel, eta)
    four_y = boltzmann_tensor(mt, ml, constant_kernel, eta)
    four_mean = (four_x + four_y) / 2
    assert np.allclose(twofold, mu2 * np.eye(2), atol=1e-3 * mu2)
    assert np.allclose(four_x, np.diag([mu4_heavy, mu4_light]), atol=1e-3 * mu4)
    assert np.allclose(four_mean, mu4 * np.eye(2), atol=1e-3 * mu4)
    ratio_solved = twofold[0, 0] / four_mean[0, 0]
    assert abs(ratio_solved / ratio - 1) < 1e-3
    if eta < 0:
        ratio_dilute = ratio_solved
    else:
        ratio_degenerate = ratio_solved
assert round(ratio, 1) == 3.6


def inelastic_rate(energy, mass):
    """Golden rule with Bose occupation and real energy transfer (round band)."""
    phi = (np.arange(90)[:, None] + 0.5) * np.pi / 90
    k = np.sqrt(2 * mass * energy / h2m)
    result = 0.0
    for sign in (1, -1):                                 # absorption, emission
        final = np.full((90, qz.size), energy)
        for _ in range(60):
            kf = np.sqrt(2 * mass * np.maximum(final, 1e-6) / h2m)
            q = np.sqrt(k**2 + kf**2 - 2 * k * kf * np.cos(phi) + qz**2)
            final = energy + sign * hu * q
        slope = (kf - k * np.cos(phi)) / q * mass / (h2m * kf)
        jacobian = np.abs(1 - sign * hu * slope)
        occupation = 1 / np.expm1(hu * q / kT) + (sign < 0)
        matrix = D**2 * hu * q / (2 * stiff) * occupation
        allowed = np.where(final > 1e-3, matrix / jacobian, 0.0)
        result += np.mean(allowed @ qz_weight)
    return result * mass / (hbar * h2m)


# Test: elastic equipartition formula against the full inelastic rate
inelastic_ratio = inelastic_rate(kT, mt) * tau2
assert abs(inelastic_ratio - 1) < 0.03

# Neglected effect: higher subbands and intervalley phonons (rough couplings)
g_phonon, g_coupling = 0.060, 110.0                      # eV, eV/nm
f_phonon, f_coupling = 0.050, 30.0


def phonon_mobility(twofold_valley, levels=4, intervalley=1.0):
    """Lowest-subband mobility with isotropic phonon channels, dilute gas."""
    two, four = (ml, mt), (mt, md4)                      # confinement mass, md
    own = two if twofold_valley else four
    g_final = [(own, 1)]
    f_final = [(four, 4)] if twofold_valley else [(four, 2), (two, 2)]
    x = (np.arange(30000) + 0.5) * 1e-3
    start = x * kT + level(1, own[0])
    rate = np.zeros_like(x)
    for n in range(1, levels + 1):
        shape = F if n == 1 else 1 / W
        acoustic = D**2 * kT / stiff * shape * own[1] / (hbar * h2m)
        rate += acoustic * (start >= level(n, own[0]))
        for quantum, strength, finals in (
                (g_phonon, g_coupling, g_final), (f_phonon, f_coupling, f_final)):
            number = 1 / np.expm1(quantum / kT)
            base = intervalley * strength**2 * hu**2 / (2 * stiff * quantum)
            for (mz, md), valleys in finals:
                pref = valleys * base * shape * md / (hbar * h2m)
                rate += pref * number * (start + quantum >= level(n, mz))
                rate += pref * (number + 1) * (start - quantum >= level(n, mz))
    weight = x * np.exp(-x)
    mean_tau = np.sum(weight / rate) / np.sum(weight)
    return mobility(mean_tau, mt if twofold_valley else mc4)


only_acoustic = phonon_mobility(True, 1, 0.0) / phonon_mobility(False, 1, 0.0)
assert abs(only_acoustic / ratio - 1) < 1e-6
mu2_all, mu4_all = phonon_mobility(True), phonon_mobility(False)

# Neglected effect: anisotropic deformation potentials and transverse phonons
xi_d, xi_u = 1.0, 10.0                                   # eV, rough


def anisotropic_kernel(axis):
    def kernel(qx, qy):
        q2 = (qx**2 + qy**2)[..., None] + qz**2
        along = qz**2 if axis == "z" else (qx**2)[..., None]
        c2 = along / q2
        strength = (xi_d + xi_u * c2)**2 / stiff
        strength = strength + xi_u**2 * c2 * (1 - c2) / stiff_trans
        return kT * (strength @ qz_weight)
    return kernel


mu2_aniso = boltzmann_tensor(mt, mt, anisotropic_kernel("z"))[0, 0]
mu4_aniso = np.trace(boltzmann_tensor(ml, mt, anisotropic_kernel("x"))) / 2

# Neglected effect: thickness fluctuations with Gaussian correlation
rms, corr = 0.2, 1.5                                     # nm, rough


def rough_kernel(confinement_mass):
    slope = 2 * level(1, confinement_mass) / W
    size = np.pi * (slope * rms * corr)**2
    return lambda qx, qy: coupling + size * np.exp(-(qx**2 + qy**2) * corr**2 / 4)


mu2_rough = boltzmann_tensor(mt, mt, rough_kernel(ml))[0, 0]
mu4_rough = np.trace(boltzmann_tensor(ml, mt, rough_kernel(mt))) / 2
assert mu2_rough / mu4_rough > ratio

# Neglected effect: penetration into a finite barrier
barrier, barrier_mass = 3.0, 0.5                         # eV, free masses


def finite_overlap(mass):
    def decay(k):
        inside = barrier - h2m * k**2 / (2 * mass)
        return np.sqrt(2 * barrier_mass * inside / h2m)

    def match(k):
        return (k / mass * np.sin(k * W / 2)
                - decay(k) / barrier_mass * np.cos(k * W / 2))
    k = brentq(match, 1e-6, np.pi / W)
    kappa, edge = decay(k), np.cos(k * W / 2)
    norm = 2 * quad(lambda z: np.cos(k * z)**2, 0, W / 2)[0] + edge**2 / kappa
    fourth = 2 * quad(lambda z: np.cos(k * z)**4, 0, W / 2)[0]
    return (fourth + edge**4 / (2 * kappa)) / norm**2


F2_finite, F4_finite = finite_overlap(ml), finite_overlap(mt)
ratio_finite = ratio * F4_finite / F2_finite
assert F4_finite < F2_finite < F

# Neglected effect: nonparabolic growth of in-plane masses, rough estimate
alpha = 0.5                                              # 1/eV
growth2 = 1 + 2 * alpha * (level(1, ml) + kT)
growth4 = 1 + 2 * alpha * (level(1, mt) + kT)
ratio_nonparabolic = ratio * (growth4 / growth2)**2

# Thermal populations of the two ladders in a dilute gas
n = np.arange(1, 9)
pop2 = 2 * mt * np.exp(-level(n, ml) / kT)
pop4 = 4 * md4 * np.exp(-level(n, mt) / kT)
population = pop2.sum() + pop4.sum()


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("longitudinal mass ml", ml, "m0")
show("transverse mass mt", mt, "m0")
show("mass ratio r", r)
show("film thickness W", W, "nm", 1)
show("temperature", T, "K", 0)
show("thermal energy kT", kT * 1e3, "meV", 2)
show("deformation potential D", D, "eV", 1)
show("mass density", rho_si, "kg/m3", 0)
show("longitudinal sound speed", u, "m/s", 0)
show("overlap F, formula", F, "1/nm", 5)
show("overlap F, wavevector sum", F_closure, "1/nm", 5)
show("twofold subband 1 energy", level(1, ml) * 1e3, "meV", 1)
show("twofold subband 2 energy", level(2, ml) * 1e3, "meV", 1)
show("fourfold subband 1 energy", level(1, mt) * 1e3, "meV", 1)
show("fourfold density-of-states mass", md4, "m0", 4)
show("fourfold conductivity mass", mc4, "m0", 4)
show("twofold scattering time", tau2 * 1e12, "ps", 4)
show("fourfold scattering time", tau4 * 1e12, "ps", 4)
show("twofold mobility", mu2, "cm2/Vs", 0)
show("fourfold mobility, light axis", mu4_light, "cm2/Vs", 0)
show("fourfold mobility, heavy axis", mu4_heavy, "cm2/Vs", 0)
show("fourfold mobility, mean", mu4, "cm2/Vs", 0)
show("density-of-states factor sqrt(r)", np.sqrt(r))
show("conductivity-mass factor 2r/(1+r)", 2 * r / (1 + r))
show("mobility ratio, formula", ratio)
show("mobility ratio, Boltzmann, dilute", ratio_dilute)
show("mobility ratio, Boltzmann, Fermi level 4 kT", ratio_degenerate)
show("inelastic rate / elastic formula at E = kT", inelastic_ratio, "", 4)
show("phonon energy at q = 2 pi/W", hu * 2 * np.pi / W * 1e3, "meV", 2)
print(f"g phonon: {g_phonon*1e3:.0f} meV, coupling {g_coupling:.0f} eV/nm")
print(f"f phonon: {f_phonon*1e3:.0f} meV, coupling {f_coupling:.0f} eV/nm")
show("twofold mobility, all phonon channels", mu2_all, "cm2/Vs", 0)
show("fourfold mobility, all phonon channels", mu4_all, "cm2/Vs", 0)
show("ratio, all phonon channels", mu2_all / mu4_all, "", 2)
print(f"anisotropic potentials: dilation {xi_d:.0f} eV, uniaxial {xi_u:.0f} eV")
show("transverse sound speed", u_trans, "m/s", 0)
show("twofold mobility, anisotropic potentials", mu2_aniso, "cm2/Vs", 0)
show("fourfold mobility, anisotropic potentials", mu4_aniso, "cm2/Vs", 0)
show("ratio, anisotropic potentials", mu2_aniso / mu4_aniso, "", 2)
print(f"thickness fluctuation: rms {rms:.1f} nm, correlation {corr:.1f} nm")
show("twofold mobility, with fluctuations", mu2_rough, "cm2/Vs", 0)
show("fourfold mobility, with fluctuations", mu4_rough, "cm2/Vs", 0)
show("ratio, with fluctuations", mu2_rough / mu4_rough, "", 2)
print(f"finite barrier: {barrier:.1f} eV, mass {barrier_mass:.1f} m0")
show("twofold overlap, finite barrier", F2_finite, "1/nm", 4)
show("fourfold overlap, finite barrier", F4_finite, "1/nm", 4)
show("ratio, finite barrier", ratio_finite, "", 2)
show("nonparabolicity", alpha, "1/eV", 1)
show("ratio, nonparabolic estimate", ratio_nonparabolic, "", 2)
show("population, twofold subband 1", 100 * pop2[0] / population, "%", 1)
show("population, higher twofold", 100 * pop2[1:].sum() / population, "%", 1)
show("population, all fourfold", 100 * pop4.sum() / population, "%", 1)
print("done: every assertion held")
```

It prints:

```
longitudinal mass ml: 0.916 m0
transverse mass mt: 0.190 m0
mass ratio r: 4.821
film thickness W: 4.0 nm
temperature: 300 K
thermal energy kT: 25.85 meV
deformation potential D: 12.0 eV
mass density: 2330 kg/m3
longitudinal sound speed: 9000 m/s
overlap F, formula: 0.37500 1/nm
overlap F, wavevector sum: 0.37500 1/nm
twofold subband 1 energy: 25.7 meV
twofold subband 2 energy: 102.6 meV
fourfold subband 1 energy: 123.7 meV
fourfold density-of-states mass: 0.4172 m0
fourfold conductivity mass: 0.3147 m0
twofold scattering time: 0.2227 ps
fourfold scattering time: 0.1014 ps
twofold mobility: 2062 cm2/Vs
fourfold mobility, light axis: 939 cm2/Vs
fourfold mobility, heavy axis: 195 cm2/Vs
fourfold mobility, mean: 567 cm2/Vs
density-of-states factor sqrt(r): 2.196
conductivity-mass factor 2r/(1+r): 1.656
mobility ratio, formula: 3.637
mobility ratio, Boltzmann, dilute: 3.637
mobility ratio, Boltzmann, Fermi level 4 kT: 3.637
inelastic rate / elastic formula at E = kT: 1.0012
phonon energy at q = 2 pi/W: 9.31 meV
g phonon: 60 meV, coupling 110 eV/nm
f phonon: 50 meV, coupling 30 eV/nm
twofold mobility, all phonon channels: 1420 cm2/Vs
fourfold mobility, all phonon channels: 366 cm2/Vs
ratio, all phonon channels: 3.88
anisotropic potentials: dilation 1 eV, uniaxial 10 eV
transverse sound speed: 5300 m/s
twofold mobility, anisotropic potentials: 3879 cm2/Vs
fourfold mobility, anisotropic potentials: 1151 cm2/Vs
ratio, anisotropic potentials: 3.37
thickness fluctuation: rms 0.2 nm, correlation 1.5 nm
twofold mobility, with fluctuations: 2008 cm2/Vs
fourfold mobility, with fluctuations: 396 cm2/Vs
ratio, with fluctuations: 5.07
finite barrier: 3.0 eV, mass 0.5 m0
twofold overlap, finite barrier: 0.3592 1/nm
fourfold overlap, finite barrier: 0.3126 1/nm
ratio, finite barrier: 3.17
nonparabolicity: 0.5 1/eV
ratio, nonparabolic estimate: 4.35
population, twofold subband 1: 86.9 %
population, higher twofold: 4.5 %
population, all fourfold: 8.6 %
done: every assertion held
```
